Birch-Murnaghan Equations of State from Eulerian Finite Strain

A solid has a static energy E(V), where V is the volume and every other structural parameter has been relaxed at each V. Near its minimum at V0 the energy is smooth, with positive curvature. The pressure, the bulk modulus and its pressure derivatives are

P = −dE/dV, B = −V dP/dV, B' = dB/dP, B'' = d²B/dP².

A subscript 0 means the value at P = 0. At a fixed temperature the same work applies with the Helmholtz energy in place of E, and B is then the isothermal modulus. Smoothness excludes a phase transition, or a jump between electronic or structural branches, inside the range of volumes considered.

The problem is to turn a short power series for E into an equation of state P(V), and to find what the shortness of the series imposes on B' and B''. The "order" of an equation of state is here the highest power of strain kept in the energy.

**(a) A uniform deformation takes each material vector X of the crystal at V0 to x = λX. Define the Eulerian strain by comparing squared lengths relative to the deformed length, and express it through the volume.**

The Eulerian strain e is defined by

|x|² − |X|² = 2e|x|².

Since |X|² = λ⁻²|x|², division by 2|x|² gives

e = (1 − λ⁻²)/2.

This is negative in compression, where λ < 1. It is convenient to use f = −e, which is positive in compression. All three dimensions scale by λ, so V/V0 = λ³ and λ⁻² = (V0/V)^(2/3). Therefore

f = [(V0/V)^(2/3) − 1]/2, or 1 + 2f = (V0/V)^(2/3).

In a cubic crystal under hydrostatic pressure the deformation of the cell really is uniform scaling. In a crystal whose axial ratios change with pressure, f is no longer the complete strain, but it remains a smooth function of V. The results below then hold as statements about the relaxed curve E(V).

**(b) Express P and B through derivatives with respect to f.**

Differentiate 1 + 2f = V0^(2/3) V^(−2/3):

2 df/dV = −(2/3) V0^(2/3) V^(−5/3) = −[2/(3V0)] (V0/V)^(5/3).

Because (V0/V)^(5/3) = (1+2f)^(5/2),

df/dV = −(1+2f)^(5/2)/(3V0).

The minus sign cancels the one in P = −(dE/df)(df/dV), so

P = [(1+2f)^(5/2)/(3V0)] dE/df.

For the modulus, use V = V0(1+2f)^(−3/2) in B = −V (dP/df)(df/dV). The factors of V0 cancel and the powers combine as −3/2 + 5/2 = 1:

B = [(1+2f)/3] dP/df.

**(c) Expand the energy in f. Fix the first coefficient by B0, and find B0' in terms of the next one.**

At V0 the pressure vanishes, so dE/df = 0 there and the series has no linear term:

E = E0 + a2 f² + a3 f³ + a4 f⁴ + …

Its derivative is 2a2 f + 3a3 f² + 4a4 f³ + …. Taking out the factor 2a2 gives

P = [2a2/(3V0)] (1+2f)^(5/2) (f + c f² + d f³ + …),

c = 3a3/(2a2), d = 2a4/a2.

At f = 0 the slope dP/df is 2a2/(3V0), and B is one third of that slope:

B0 = 2a2/(9V0), hence a2 = (9/2)B0V0.

The prefactor 2a2/(3V0) is therefore 3B0, and

P = 3B0(1+2f)^(5/2)(f + c f² + d f³ + …).

Now apply the formula for B. The product rule gives

dP/df = 3B0{5(1+2f)^(3/2)(f + c f² + …) + (1+2f)^(5/2)(1 + 2c f + 3d f² + …)}.

Multiplying by (1+2f)/3 and taking out (1+2f)^(5/2),

B = B0(1+2f)^(5/2)[5(f + c f²) + (1+2f)(1 + 2c f + 3d f²) + …].

In the square bracket the coefficient of f is 5 + 2c + 2 = 7 + 2c. The coefficient of f² is 5c + 3d + 4c = 9c + 3d. Thus

B = B0(1+2f)^(5/2)[1 + (7+2c)f + (9c+3d)f² + …].

To first order (1+2f)^(5/2) = 1 + 5f, so dB/df = B0(12 + 2c) at f = 0. There dP/df = 3B0, and the ratio of the two slopes is

B0' = (12 + 2c)/3 = 4 + 2c/3 = 4 + a3/a2.

**(d) Truncate the energy at f². Find the equation of state and the value of B0'. Does B' keep that value under pressure?**

With a3 = a4 = 0, both c and d vanish. The energy is E = E0 + (9/2)B0V0 f², and the result of part (c) gives

B0' = 4.

No property of a particular solid entered this number. A quadratic energy does not mean a constant modulus. In part (b) both df/dV and the factor V in the definition of B bring in powers of 1 + 2f, which change with the strain. Even an energy quadratic in V − V0, E = E0 + B0(V − V0)²/(2V0), gives P = B0(V0 − V)/V0 and B = B0V/V0 = B0 − P, so B' = −1.

The pressure is P = 3B0 f(1+2f)^(5/2). Substituting the volume form of f,

f(1+2f)^(5/2) = (1/2)[(V0/V)^(2/3) − 1](V0/V)^(5/3),

so the second-order Birch-Murnaghan equation is

P = (3B0/2)[(V0/V)^(7/3) − (V0/V)^(5/3)].

For this truncated energy the modulus of part (c) has no further terms:

B = B0(1+2f)^(5/2)(1+7f).

Its derivative is

dB/df = B0(1+2f)^(3/2)[5(1+7f) + 7(1+2f)] = B0(1+2f)^(3/2)(12 + 49f).

Part (b) gives dP/df = 3B/(1+2f) = 3B0(1+2f)^(3/2)(1+7f). Dividing,

B' = (12 + 49f)/[3(1+7f)].

This equals 4 at f = 0 and decreases with compression. At V/V0 = 0.85, where f = 0.0572, it is 3.52. The truncation fixes B' at zero pressure, not along the whole curve.

In expansion the modulus reaches zero at f = −1/7. The equation cannot describe a stable solid at or beyond that point.

**(e) Keep the cubic term and write the equation of state with B0' as a free parameter.**

From part (c), a3/a2 = B0' − 4, so

a3 = (9/2)B0V0(B0' − 4), c = (3/2)(B0' − 4).

The energy becomes

E = E0 + (9/2)B0V0 f²[1 + (B0' − 4)f].

The pressure is the second-order expression multiplied by 1 + cf. Since f = [(V0/V)^(2/3) − 1]/2, the third-order Birch-Murnaghan equation is

P = (3B0/2)[(V0/V)^(7/3) − (V0/V)^(5/3)] × {1 + (3/4)(B0' − 4)[(V0/V)^(2/3) − 1]}.

Setting B0' = 4 recovers part (d). If B0' < 4, the last factor falls with compression and vanishes at f = 2/[3(4 − B0')]. The pressure would have risen and then returned to zero, so the equation has lost its physical meaning before that strain is reached.

**(f) Find B0'' for the general series, and then the value imposed by each truncation.**

B'' is a second derivative with respect to P, so B is needed as a series in P. Let p = P/B0. To second order in f,

p = 3(1+5f)(f + c f²) = 3f + 3(5+c)f².

Solve for f. In the quadratic term the leading result f = p/3 is sufficient:

f = p/3 − (5+c)p²/9 + …

For the modulus, use (1+2f)^(5/2) = 1 + 5f + (15/2)f² + … and write B/B0 = 1 + k1 f + k2 f² + …. The coefficients are

k1 = 5 + (7+2c) = 12 + 2c,

k2 = 15/2 + 5(7+2c) + (9c+3d) = 85/2 + 19c + 3d.

Inserting f(p),

B/B0 = 1 + k1 p/3 + [k2 − k1(5+c)]p²/9 + …

The second derivative of B/B0 with respect to p is B0B0'', because each derivative with respect to P brings a factor 1/B0. It equals twice the coefficient of p². With k1(5+c) = (12+2c)(5+c) = 60 + 22c + 2c²,

B0B0'' = (2/9)(−35/2 − 3c − 2c² + 3d).

At second order c = d = 0, and B0B0'' = −35/9.

At third order d = 0, while c = (3/2)(B0' − 4). Then (2/9)(3c) = B0' − 4 and (2/9)(2c²) = (B0' − 4)², so

B0B0'' = −[35/9 + (B0' − 4) + (B0' − 4)²]
= −[35/9 + (B0' − 4)(B0' − 3)].

Once B0 and B0' are chosen, B0'' is fixed. To find its range, complete the square:

(B0' − 4)(B0' − 3) = (B0' − 7/2)² − 1/4.

The largest possible B0B0'' is therefore −35/9 + 1/4 = −131/36, at B0' = 7/2. A third-order equation cannot represent a solid with a less negative value.

A quartic energy term removes the constraint. It adds (2/9)(3d) = 2d/3 = 4a4/(3a2) to B0B0'', and a4 can then be chosen to give any desired B0''.

**(g) Is B0' = 4 a consequence of elasticity, or of the choice of strain? Compare quadratic energies in the Lagrangian and logarithmic strains.**

Use the variable t = ln(V0/V), for which −V d/dV = d/dt. Then P = (1/V)dE/dt and B = dP/dt. Write

E = E0 + b2 t² + b3 t³ + …

With 1/V = (1 + t + …)/V0,

P = (1+t)(2b2 t + 3b3 t²)/V0 = [2b2 t + (2b2 + 3b3)t²]/V0 + …

B = [2b2 + 2(2b2 + 3b3)t]/V0 + …

The ratio of dB/dt to dP/dt at t = 0 is

B0' = 2 + 3b3/b2.

The Eulerian strain is f = (e^(2t/3) − 1)/2 = t/3 + t²/9 + …, where e^ denotes the exponential. Hence f² = t²/9 + 2t³/27 + …, which has b3/b2 = 2/3 and gives B0' = 4 again.

The Lagrangian strain η refers the change of squared length to the original length: |x|² − |X|² = 2η|X|². It is η = (λ² − 1)/2 = (e^(−2t/3) − 1)/2 = −t/3 + t²/9 + …. Now η² = t²/9 − 2t³/27 + …, so b3/b2 = −2/3 and B0' = 0.

The logarithmic strain is ln λ = −t/3. Its square has no cubic term, and B0' = 2.

The three energies agree to order t² and differ at order t³, which is the order that determines B0'. The value 4 thus belongs to truncation in Eulerian strain. At small strain that truncation is a good approximation for a solid whose true B0' is close to 4; at larger strain its accuracy also depends on how far the true B0B0'' lies from −35/9.

**(h) Suppose a solid has known V0, B0, B0' and B0''. What are the leading pressure errors of the two truncations?**

Let P2 and P3 be the second- and third-order pressures, both with the correct V0 and B0, and P3 also with the correct B0'. The first term missing from P2 is 3B0 c f²:

P − P2 ≈ (9/2)B0(B0' − 4)f².

The first term missing from P3 is 3B0 d f³. By part (f), 2d/3 is the difference Δ between the true B0B0'' and the value forced at third order. Thus d = 3Δ/2 and

P − P3 ≈ (9/2)B0 Δ f³.

These are leading terms for small |f|, not bounds on the errors.

**(i) Test the truncations on a model ionic crystal with attraction proportional to 1/r and repulsion proportional to 1/r⁸, where r is the nearest-neighbour distance. Take V0 = 2.00×10⁻²⁹ m³ per ion pair and B0 = 50 GPa.**

The strengths of the two terms are treated as adjustable and are fixed by V0 and B0. With unit charges in the rock-salt structure the Coulomb term would tie B0 to V0 and give about 73 GPa at this volume, so 50 GPa corresponds to an effective charge of about 0.83 e. B0', B0B0'' and the relative errors below depend only on the exponents.

Let y = (V0/V)^(1/3), which is proportional to 1/r. An energy with its minimum at y = 1 is

E = (9B0V0/7)(y⁸/8 − y).

Since dy/dV = −y/(3V) and V0/V = y³,

P = (9B0V0/7)(y⁷ − 1)y/(3V) = (3B0/7)(y¹¹ − y⁴).

The operation −V d/dV multiplies yⁿ by n/3. Therefore

B = (B0/7)(11y¹¹ − 4y⁴),

which equals B0 at y = 1, as required by the prefactor chosen for E. Applying the operation again and dividing by B,

B' = (121y¹¹ − 16y⁴)/[3(11y¹¹ − 4y⁴)].

At y = 1 this is 105/21 = 5. For B0'', note that B B'' = −V dB'/dV. Write B' = N/D, with N = (121y¹¹ − 16y⁴)/3 and D = 11y¹¹ − 4y⁴. At y = 1, N = 35 and D = 7, while −V d/dV gives 1267/9 for N and 35 for D. The quotient rule yields

B0B0'' = [(1267/9)×7 − 35×35]/49 = −44/9 = −4.89.

For B0' = 5 the third-order equation instead forces

B0B0'' = −(35/9 + 1×2) = −53/9 = −5.89.

In dimensional form, B0'' is −0.098 GPa⁻¹ for the model and −0.118 GPa⁻¹ for the third-order equation. Their dimensionless difference is Δ = 1.

At V/V0 = 0.90 the strain is f = 0.036383, so

P2 = 3 × 50 × 0.036383 × (1.072766)^(5/2) = 6.505 GPa,

P3 = 6.505 × (1 + 1.5 × 0.036383) = 6.860 GPa.

The model's own pressure is 6.873 GPa. Relative to it, the errors are −5.4% and −0.2%. The pressures in compression, in GPa, are:

V/V0 = 0.95: model 2.917, second order 2.842, third order 2.916
V/V0 = 0.90: model 6.873, second order 6.505, third order 6.860
V/V0 = 0.85: model 12.27, second order 11.25, third order 12.22

At 0.85 the relative errors have grown to −8.3% and −0.4%. The first comes mainly from the wrong B0', which enters at order f². The second starts at order f³, through the wrong B0''.

The signs in expansion also follow part (h). At V/V0 = 1.05 the model pressure is −2.1605 GPa, with −2.2128 GPa at second order and −2.1597 GPa at third. The missing f² term is positive for either sign of f, so P2 is too low here as well. The missing f³ term changes sign, so P3 is slightly too high.

A normalized pressure displays the truncation directly:

P/[3f(1+2f)^(5/2)] = B0(1 + c f + d f² + …).

Plotted against f, it is constant at second order and a straight line at third. The model has c = d = 3/2, so its curve bends upward from the line near f = 0. At V/V0 = 0.85 the model gives 54.53 GPa, the line 54.29 GPa and the constant 50.00 GPa. Applied to computed or measured pressures, curvature in such a plot signals terms beyond third order only if V0 is known very accurately. A small relative error δ in V0 shifts f by about δ/3, which is a large fraction of f near zero pressure. For an exactly third-order solid with B0 = 50 GPa and B0' = 5, a V0 too large by 0.1% lowers the plotted value from 50.25 to 45.62 GPa at V/V0 = 0.99 and from 54.29 to 53.85 GPa at 0.85, which bends the line more than the model's own curvature does.

The numerical check obtains the model's constants by differentiating its energy, and confirms both leading error coefficients at small strain.

Computed results

```
General results at zero pressure (dimensionless)
BM2: B0' = 4 ; B0*B0'' = -35/9
BM3: B0*B0'' = -Bp**2 + 7*Bp - 143/9 with Bp = B0'
BM3: largest B0*B0'' = -131/36 at B0' = 7/2
quadratic in Lagrangian strain: B0' = 0
quadratic in logarithmic strain: B0' = 2
Model ionic crystal, exponents 8 and 1
V0 = 2.00e-29 m^3 per ion pair
B0 = 50.00 GPa
B0' of model = 5.0000
B0*B0'' of model = -4.8889
B0*B0'' forced by BM2 = -3.8889
B0*B0'' forced by BM3 = -5.8889
B0'' of model = -0.09778 1/GPa
B0'' forced by BM2 = -0.07778 1/GPa
B0'' forced by BM3 = -0.11778 1/GPa
small-f limit of (P-P_BM2)/(B0 f^2) = 4.5000
small-f limit of (P-P_BM3)/(B0 f^3) = 4.5000
Pressures in GPa: V/V0, f, exact, BM2, BM3
1.05 -0.01600 -2.1605 -2.2128 -2.1597
0.95 0.01739 2.9173 2.8419 2.9160
0.90 0.03638 6.8728 6.5051 6.8601
0.85 0.05722 12.2723 11.2525 12.2182
Relative pressure errors in percent: V/V0, BM2, BM3
1.05 2.419 -0.040
0.95 -2.585 -0.044
0.90 -5.351 -0.185
0.85 -8.310 -0.441
P/(3f(1+2f)^(5/2)) in GPa: V/V0, exact, BM2, BM3
1.05 48.8192 50.0000 48.7999
0.95 51.3270 50.0000 51.3045
0.90 52.8266 50.0000 52.7287
0.85 54.5315 50.0000 54.2912
E-E0 in 1e-21 J per ion pair: V/V0, exact, BM2, BM3
1.05 1.1340 1.1522 1.1338
0.95 1.3854 1.3614 1.3851
0.90 6.1793 5.9567 6.1735
0.85 15.6103 14.7318 15.5747
BM2: B' at V/V0 = 0.85 = 3.5234
```
